# Shift current from Wannier interpolation: band-crossing singularities, regularization and grid convergence: a numerical check

```python
# Result under test: in an isolated Wannier group, with H^W(k), A^W(k), U^+ H^W U = E,
# v^c = U^+ d_c H U, w^{ca} = U^+ d_c d_a H U, Ab = U^+ A^W U, om_nm = E_n - E_m,
# D^a_ij = -v^a_ij/om_ij, O = Ab^c - i v^c/om_nm, r^c_nm = Ab^c_nm - i v^c_nm/om_nm:
# r^{c;a}_nm = (U^+ d_a A_c U)_nm - i w_nm/om_nm + (O_nn-O_mm) D_nm
#   + i v^c_nm (v^a_nn-v^a_mm)/om_nm^2 - i (Ab^a_nn-Ab^a_mm) r^c_nm
#   + sum_{p in group, p != n,m} (O_np D_pm - D_np O_pm),
# with 1/om -> om/(om^2+eta^2) in the p-sum. Shift spectrum (current y, fields x,y):
# S = int d2k/(2pi)^2 sum 0.5 Im[r^x_mn r^{y;y}_nm + r^y_mn r^{x;y}_nm] delta(om_mn-om),
# sigma = pi q^3 S. Parent model: 5 orbitals (deep s, s, p_y, s', high p_y); eV, angstrom.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e, hbar

a = 3.0
onsite = np.array([-7.0, -0.6, -1.4, 2.5, 8.0])
tau = a*np.array([0.8, 0.0, 0.3, 0.5, 0.6])
even = [(1,1,1,0,-0.3),(1,1,0,1,-0.25),(2,2,1,0,0.3),(2,2,0,1,0.25),(3,3,1,0,-0.2),
        (3,3,0,1,-0.1),(1,3,0,0,0.6),(1,3,-1,0,0.3),(1,0,-1,0,1.0),(1,0,0,0,0.5),
        (3,0,0,0,0.8),(2,4,0,0,1.0),(2,4,-1,0,0.5)]
odd = [(1,2,0,0.25),(1,2,-1,0.1),(2,3,0,0.3),(2,3,-1,0.15),(2,0,0,0.4),(1,4,0,0.4),(3,4,0,0.4)]
hops = even + [(i,j,x,1,t) for i,j,x,t in odd] + [(i,j,x,-1,-t) for i,j,x,t in odd]
dag = lambda M: np.conj(np.swapaxes(M, -1, -2))
width = 0.1
freqs = np.arange(2.0, 6.01, 0.1)

def parent(kx, ky, orders, periodic=False):
    out = np.zeros((len(kx), len(orders), 5, 5), complex)
    for i, j, x, y, t in hops:
        dx = x*a + (0.0 if periodic else tau[j]-tau[i]); dy = y*a
        ph = t*np.exp(1j*(kx*dx+ky*dy))
        for s, (ox, oy) in enumerate(orders):
            z = ph*(1j*dx)**ox*(1j*dy)**oy
            out[:, s, i, j] += z; out[:, s, j, i] += np.conj(z)
    for s, o in enumerate(orders):
        if o == (0, 0): out[:, s] += np.diag(onsite)
    return out

def rotate(m):
    E, U = np.linalg.eigh(m[:, 0])
    R = dag(U)[:, None] @ m[:, 1:] @ U[:, None]
    if R.shape[1] == 4:
        z = np.zeros_like(R[:, 0])
        return E, [R[:,0],R[:,1]], [R[:,2],R[:,3]], [z,z], [z,z]
    return E, [R[:,0],R[:,1]], [R[:,2],R[:,3]], [R[:,4],R[:,5]], [R[:,6],R[:,7]]

def parent_data(kx, ky, d=1):
    second = [(2,0),(1,1)] if d == 0 else [(1,1),(0,2)]
    return rotate(parent(kx, ky, [(0,0),(1,0),(0,1)]+second))

def dipole(dat, c, n, m):
    E, v, w, A, dA = dat
    return A[c][:,n,m] - 1j*v[c][:,n,m]/(E[:,n]-E[:,m])

def gen_der(dat, d, c, n, m, etas, inter):
    E, v, w, A, dA = dat
    om = E[:,n]-E[:,m]; eta2 = np.asarray(etas, float)[:,None]**2
    O = lambda i, j: A[c][:,i,j] - 1j*v[c][:,i,j]/om
    def D(i, j):
        x = E[:,i]-E[:,j]
        return -v[d][:,i,j]*x/(x*x+eta2)
    res = (dA[c][:,n,m] - 1j*w[c][:,n,m]/om - (O(n,n)-O(m,m))*v[d][:,n,m]/om
           + 1j*v[c][:,n,m]*(v[d][:,n,n]-v[d][:,m,m])/om**2
           - 1j*(A[d][:,n,n]-A[d][:,m,m])*dipole(dat,c,n,m)) + 0*eta2
    for p in inter:
        if p != n and p != m: res = res + O(n,p)*D(p,m) - D(n,p)*O(p,m)
    return res

def prep(dat, pairs, etas, inter):
    return [(dat[0][:,m]-dat[0][:,n],
             0.5*np.imag(dipole(dat,0,m,n)*gen_der(dat,1,1,n,m,etas,inter)
                         + dipole(dat,1,m,n)*gen_der(dat,1,0,n,m,etas,inter))) for n, m in pairs]

def integrate(pr, wk):
    return sum((I*wk) @ (np.exp(-(om[:,None]-freqs)**2/(2*width**2))/(width*np.sqrt(2*np.pi)))
               for om, I in pr)

def wannier(nc, d=1, mix=0.0):
    k = 2*np.pi*np.arange(nc)/(nc*a)
    kx, ky = [x.ravel() for x in np.meshgrid(k, k, indexing='ij')]
    H = parent(kx, ky, [(0,0)], True)[:, 0]
    U = np.linalg.eigh(H)[1][:, :, 1:4]
    Z, _, Yh = np.linalg.svd(dag(U[:, 1:4, :]))
    W = U @ (Z @ Yh)
    ang = mix*np.sin(ky*a); V = np.zeros((len(kx),3,3), complex)
    V[:,0,0] = V[:,1,1] = np.cos(ang); V[:,0,1] = V[:,1,0] = 1j*np.sin(ang); V[:,2,2] = 1
    W = (W @ V).reshape(nc, nc, 5, 3); H = H.reshape(nc, nc, 5, 5)
    L = np.rint(np.fft.fftfreq(nc, 1/nc))*a
    LL = [L[:,None,None,None], L[None,:,None,None]]
    ft = lambda M: np.fft.fft2(M, axes=(0,1))/nc**2
    cw = np.fft.fft2(W, axes=(0,1)); cA = []
    for c in range(2):
        Ac = 1j*dag(W) @ np.fft.ifft2(1j*LL[c]*cw, axes=(0,1))
        if c == 0: Ac = Ac + dag(W) @ (tau[:,None]*W)
        cA.append(ft(0.5*(Ac+dag(Ac))))
    cH = ft(dag(W) @ H @ W)
    st = [cH, 1j*LL[0]*cH, 1j*LL[1]*cH, -LL[d]*LL[0]*cH, -LL[d]*LL[1]*cH,
          cA[0], cA[1], 1j*LL[d]*cA[0], 1j*LL[d]*cA[1]]
    return L, np.stack(st, axis=2).reshape(nc, nc, 81)

def interp_grid(wf, kx, ky):
    L, C = wf; nc = len(L)
    t = (np.exp(1j*np.outer(kx,L)) @ C.reshape(nc,-1)).reshape(len(kx), nc, 81)
    return (np.exp(1j*np.outer(ky,L)) @ t).reshape(-1, 9, 3, 3)

def interp_pts(wf, kx, ky):
    L, C = wf; out = []
    for s in range(0, len(kx), 1600):
        ph = np.exp(1j*np.outer(kx[s:s+1600],L))[:,:,None]*np.exp(1j*np.outer(ky[s:s+1600],L))[:,None,:]
        out.append(ph.reshape(len(ph), -1) @ C.reshape(-1, 81))
    return np.concatenate(out).reshape(-1, 9, 3, 3)

def quarter(N):
    h = 2*np.pi/(N*a); k = h*np.arange(N//2+1); w = np.full(len(k), 2.0); w[0] = w[-1] = 1
    return k, (np.outer(w, w)*h*h/(2*np.pi)**2).ravel()
mesh = lambda x, y: [z.ravel() for z in np.meshgrid(x, y, indexing='ij')]
WP, FP = [(0,2),(1,2)], [(1,3),(2,3)]

print("a = %.1f A; onsite (eV):" % a, onsite, "; x positions (A):", np.round(tau, 2))
print("even hops (i,j,Rx,Ry,t eV):", even[:7]); print("  ", even[7:])
print("odd hops (i,j,Rx,t eV; +t at Ry=+1, -t at Ry=-1):", odd)
print("Gaussian width s = %.2f eV" % width)
kq, wq = quarter(200); ux, uy = mesh(kq, kq)
par_u = parent_data(ux, uy); Eu = par_u[0]
g = [np.min(Eu[:,i+1]-Eu[:,i]) for i in range(4)]
gpi = np.min((Eu[:,2]-Eu[:,1])[uy == kq[-1]])
assert g[0] > 2 and g[3] > 2 and g[2] > 1 and gpi > 0.2
print("min direct gaps (eV): deep-group %.3f, val-cond %.3f, group-high %.3f, val-val at ky=pi/a %.3f" % (g[0], g[2], g[3], gpi))

def parity_split(k):
    H = parent(np.array([k]), np.array([0.0]), [(0,0)])[0,0]
    return np.linalg.eigvalsh(H[np.ix_([0,1,3],[0,1,3])])[1] - np.linalg.eigvalsh(H[np.ix_([2,4],[2,4])])[0]
k0 = brentq(parity_split, 0.2, 0.9, xtol=1e-15); assert 0.40 < k0 < 0.65
En = parent_data(np.array([k0+1e-5, k0]), np.array([0.0, 1e-5]))[0]
print("Dirac k0 = %.5f 1/A; splitting slopes x %.3f, y %.3f eV A; transition %.3f eV"
      % (k0, (En[0,2]-En[0,1])/1e-5, (En[1,2]-En[1,1])/1e-5, En[1,3]-En[1,1]))

# definition by finite differences with parallel-transported parent eigenvectors
tx = np.array([0.13, 0.81, -0.37, 0.55, -0.95]); ty = np.array([0.29, -0.62, 0.90, 0.40, 0.17])
def states(kx, ky, ref=None):
    m = parent(kx, ky, [(0,0),(1,0),(0,1)]); E, U = np.linalg.eigh(m[:,0])
    if ref is not None:
        ov = np.sum(np.conj(ref)*U, axis=1); U = U*(np.conj(ov)/abs(ov))[:,None,:]
    om = E[:,:,None]-E[:,None,:] + np.eye(5)
    return U, [-1j*(dag(U) @ m[:,1+c] @ U)/om for c in range(2)]
dl = 1e-4; U0, r0 = states(tx, ty); offd = 1-np.eye(5)
idx = [(b,c,n,m) for b in range(2) for c in range(2) for n in range(3) for m in range(3) if n != m]
fd, clo, e_r = [], [], 0.0
for d in range(2):
    Up, rp = states(tx+dl*(d==0), ty+dl*(d==1), U0); Um, rm = states(tx-dl*(d==0), ty-dl*(d==1), U0)
    e_r = max(e_r, np.max(abs((1j*dag(U0) @ (Up-Um)/(2*dl)-r0[d])*offd)))
    pd = parent_data(tx, ty, d)
    for b, c, n, m in idx:
        fd.append(r0[b][:,m+1,n+1]*(rp[c]-rm[c])[:,n+1,m+1]/(2*dl))
        clo.append(dipole(pd,b,m+1,n+1)*gen_der(pd,d,c,n+1,m+1,[0],range(5))[0])
fd, clo = np.array(fd), np.array(clo); sc = abs(fd).max()
assert e_r < 1e-5 and abs(fd-clo).max() < 1e-5*sc
print("dipole vs finite diff: %.1e A; full 5-band sum vs finite diff: rel %.1e" % (e_r, abs(fd-clo).max()/sc))
errs = []
for nc in (9, 15, 27):
    inv = []
    for d in range(2):
        wd = rotate(interp_pts(wannier(nc, d), tx, ty))
        inv += [dipole(wd,b,m,n)*gen_der(wd,d,c,n,m,[0],range(3))[0] for b,c,n,m in idx]
    errs.append(abs(np.array(inv)-clo).max()/sc)
    print("Wannier mesh %dx%d: rel error of r r^; = %.1e" % (nc, nc, errs[-1]))
assert errs[1] < errs[0]/5 and errs[2] < errs[1]/20 and abs(np.array(inv)-fd).max() < 1e-4*sc
wf = wannier(27)
centres = np.real(np.diag(wf[1][0,0].reshape(9,3,3)[5]))
print("Wannier centres x (A):", np.round(centres, 4))

# velocity-gauge density matrix, field along (1,1), on the lines ky = +-0.35; q = -1
nl = 8000; kl = ((np.arange(nl)+0.5)/nl-0.5)*2*np.pi/a
lx, ly = np.r_[kl, kl], np.r_[np.full(nl, 0.35), np.full(nl, -0.35)]
ml = parent(lx, ly, [(0,0),(1,0),(0,1),(1,1),(0,2),(2,0)])
El, Ul = np.linalg.eigh(ml[:,0]); R = dag(Ul)[:,None] @ ml[:,1:] @ Ul[:,None]
zl = np.zeros_like(R[:,0])
prl = prep((El,[R[:,0],R[:,1]],[R[:,2],R[:,3]],[zl,zl],[zl,zl]),
           [(n,m) for n in range(3) for m in (3,4)], [0], range(5))
f = np.array([1.,1,1,0,0]); df = f[None,:]-f[:,None]; oml = El[:,:,None]-El[:,None,:]
Vv = R[:,0]+R[:,1]; wee = R[:,4]+2*R[:,2]+R[:,3]; wye = R[:,2]+R[:,3]
tr = lambda X, Y: np.real(np.einsum('kij,kji->', X, Y))/len(lx)
ek = []
for gam in (0.008, 0.004):
    ku, sh = [], []
    for om in (3.0, 3.3, 3.6, 3.9, 4.2):
        r1 = Vv*df/(om-oml+1j*gam); rs = r1+dag(r1)
        r2 = (Vv @ rs - rs @ Vv + wee*df)/(-oml+1j*gam)
        # the third-derivative current term is odd under k -> -k and cancels
        ku.append(-(tr(R[:,1], r2)+tr(wye, rs))/(4*om**2))
        sh.append(-np.pi*sum(np.mean(I[0]*gam/np.pi/((x-om)**2+gam**2)) for x, I in prl))
    ek.append(np.max(abs(np.array(ku)-sh))/np.max(np.abs(sh)))
    print("density matrix vs -pi S, gamma = %.3f eV: rel diff %.4f" % (gam, ek[-1]))
assert ek[1] < 0.04 and ek[1] < 0.75*ek[0]

# odd 1/q behaviour at the node
qs = np.array([1e-4, -1e-4, 2e-4])
F = sum(I[0] for _, I in prep(parent_data(k0+qs*np.cos(0.6), qs*np.sin(0.6)), FP, [0], range(5)))
assert abs(F[0]+F[1]) < 0.01*abs(F[0]) and abs(F[0]/F[2]-2) < 0.02
print("q F at q=+1e-4,-1e-4,+2e-4 1/A (angle 0.6 rad), A^2:", np.round(abs(qs)*F, 5))

# reference quadrature: polar near the nodes, uniform elsewhere
edges = [0, 5e-4, 1.5e-3, 4e-3, 0.012, 0.035, 0.09, 0.16, 0.23, 0.30, 0.37]
xg, wg = np.polynomial.legendre.leggauss(10)
qr = np.concatenate([0.5*(u+l)+0.5*(u-l)*xg for l, u in zip(edges, edges[1:])])
wr = np.concatenate([0.5*(u-l)*wg for l, u in zip(edges, edges[1:])])
th = (np.arange(64)+0.5)*np.pi/64
pq, pt = mesh(qr, th); px, py = k0+pq*np.cos(pt), pq*np.sin(pt)
wp = 4*np.repeat(wr*qr, 64)*(np.pi/64)/(2*np.pi)**2
bump = lambda x, y, q0=0.15: np.exp(-(((x-k0)**2+y**2)/q0**2)**2)
def accurate(pu, pp, q0=0.15):
    return integrate(pu, wq*(1-bump(ux,uy,q0))) + integrate(pp, wp*bump(px,py,q0))
par_p = parent_data(px, py)
fu, fp = prep(par_u, FP, [0], range(5)), prep(par_p, FP, [0], range(5))
exact = accurate(fu, fp)[0]; top = abs(exact).max(); rel = lambda x: abs(x).max()/top
assert rel(exact-accurate(fu, fp, 0.12)[0]) < 1e-4
etas = [0, 0.004, 0.008, 0.02, 0.04, 0.1, 0.2]
mu, mp = interp_grid(wf, kq, kq), interp_pts(wf, px, py)
wu, wpol = prep(rotate(mu), WP, etas, range(3)), prep(rotate(mp), WP, etas, range(3))
ref = accurate(wu, wpol)
assert rel(ref[0]-exact) < 1e-4
print("Wannier eta=0 vs parent spectrum: rel %.1e" % rel(ref[0]-exact))
for i in range(5, len(freqs)-4, 5): print("S(%.1f eV) = %+.5f A/eV" % (freqs[i], ref[0][i]))
ip = np.argmax(abs(exact))
print("peak: %.1f eV, S = %+.5f A/eV, sigma^yxy = %+.3f uA A/V^2"
      % (freqs[ip], exact[ip], -np.pi*e**2/hbar*1e6*exact[ip]))
trunc = accurate(prep(par_u, FP, [0], (1,2,3)), prep(par_p, FP, [0], (1,2,3)))[0]
def centres_only(m):
    m = m.copy(); m[:,5:] = 0; m[:,5] = np.diag(centres); return prep(rotate(m), WP, [0], range(3))
diag = accurate(centres_only(mu), centres_only(mp))[0]
assert rel(trunc-exact) > 1e-2 and rel(diag-exact) > 1e-3
print("rel error: sum rule cut to group %.4f; A^W cut to centres %.4f" % (rel(trunc-exact), rel(diag-exact)))

# bias law: slope of bias/eta^2 in ln(eta) against a small-circle coefficient
for i in range(1, 7): print("eta = %.3f eV: rel bias %.2e" % (etas[i], rel(ref[i]-ref[0])))
slope = ((ref[2]-ref[0])/etas[2]**2-(ref[1]-ref[0])/etas[1]**2)/np.log(2)
qc, es = 2e-3, 1e-5
ci = integrate(prep(rotate(interp_pts(wf, k0+qc*np.cos(th), qc*np.sin(th))), WP, [0, es], range(3)),
               4*(np.pi/64)*qc**2/(2*np.pi)**2)
pred = -(ci[1]-ci[0])/es**2; j = np.argmax(abs(pred))
assert abs(slope-pred).max() < 0.05*abs(pred).max()
print("log slope at %.1f eV: from bias %.4f, from circle %.4f A/eV^3" % (freqs[j], slope[j], pred[j]))

# second Wannier gauge on the same 200x200 grid
s1 = integrate(wu, wq)
s2 = integrate(prep(rotate(interp_grid(wannier(27, 1, 0.5), kq, kq)), WP, etas, range(3)), wq)
gd = [rel(s1[i]-s2[i]) for i in (0, 4, 5)]
assert gd[0] < 1e-4 and gd[1] > 10*gd[0] and gd[2] > 3*gd[1]
print("gauge change (mix 0.5), rel diff at eta=0, 0.04, 0.1 eV: %.1e %.1e %.1e" % tuple(gd))

# grid error near one node at fixed offset h/4
loc = integrate(wpol, 0.5*wp*bump(px, py))[[0, 5]]; le = []
for h in (0.008, 0.004):
    n = int(0.37/h); gx = k0+h*(np.arange(-n, n+1)+0.25); gy = h*np.arange(n+1)
    X, Y = mesh(gx, gy); wk = np.where(Y > 0, 2.0, 1.0)*h*h/(2*np.pi)**2*bump(X, Y)
    s = integrate(prep(rotate(interp_grid(wf, gx, gy)), WP, [0, 0.1], range(3)), wk)
    le.append([rel(s[0]-loc[0]), rel(s[1]-loc[1])])
    print("node grid h = %.3f 1/A: rel error eta=0 %.2e, eta=0.1 eV %.2e" % (h, *le[-1]))
assert 1.7 < le[0][0]/le[1][0] < 2.3 and le[0][1]/le[1][1] > 3 and le[0][1] < le[0][0]/20
print("error ratios on halving h: eta=0 %.2f, eta=0.1 eV %.2f" % (le[0][0]/le[1][0], le[0][1]/le[1][1]))

# symmetry reduction, then convergence on Gamma-centred grids
kf = 2*np.pi*np.arange(40)/(40*a); k4, w4 = quarter(40)
sf = integrate(prep(rotate(interp_grid(wf, kf, kf)), WP, [0.05], range(3)), 1/(40*a)**2)
assert rel(sf-integrate(prep(rotate(interp_grid(wf, k4, k4)), WP, [0.05], range(3)), w4)) < 1e-8
print("N, node offset/h, rel error vs exact (eta=0,0.04,0.1 eV) | vs own limit (0.04,0.1)")
for N in (50, 100, 200, 400):
    k, w = quarter(N)
    s = integrate(prep(rotate(interp_grid(wf, k, k)), WP, [0, 0.04, 0.1], range(3)), w)
    off = k0/k[1]-np.rint(k0/k[1])
    print("%3d %+.3f %.2e %.2e %.2e | %.2e %.2e" % (N, off, rel(s[0]-exact), rel(s[1]-exact),
          rel(s[2]-exact), rel(s[1]-ref[4]), rel(s[2]-ref[5])))
assert rel(s[1]-ref[4]) < 1e-3 and rel(s[2]-ref[5]) < 1e-3 and rel(s[1]-exact) < 0.03
print("done: every assertion held")
```

It prints:

```
a = 3.0 A; onsite (eV): [-7.  -0.6 -1.4  2.5  8. ] ; x positions (A): [2.4 0.  0.9 1.5 1.8]
even hops (i,j,Rx,Ry,t eV): [(1, 1, 1, 0, -0.3), (1, 1, 0, 1, -0.25), (2, 2, 1, 0, 0.3), (2, 2, 0, 1, 0.25), (3, 3, 1, 0, -0.2), (3, 3, 0, 1, -0.1), (1, 3, 0, 0, 0.6)]
   [(1, 3, -1, 0, 0.3), (1, 0, -1, 0, 1.0), (1, 0, 0, 0, 0.5), (3, 0, 0, 0, 0.8), (2, 4, 0, 0, 1.0), (2, 4, -1, 0, 0.5)]
odd hops (i,j,Rx,t eV; +t at Ry=+1, -t at Ry=-1): [(1, 2, 0, 0.25), (1, 2, -1, 0.1), (2, 3, 0, 0.3), (2, 3, -1, 0.15), (2, 0, 0, 0.4), (1, 4, 0, 0.4), (3, 4, 0, 0.4)]
Gaussian width s = 0.10 eV
min direct gaps (eV): deep-group 4.575, val-cond 2.678, group-high 4.835, val-val at ky=pi/a 0.813
Dirac k0 = 0.53409 1/A; splitting slopes x 3.171, y 3.175 eV A; transition 3.589 eV
dipole vs finite diff: 3.3e-08 A; full 5-band sum vs finite diff: rel 7.7e-08
Wannier mesh 9x9: rel error of r r^; = 6.2e-04
Wannier mesh 15x15: rel error of r r^; = 3.4e-06
Wannier mesh 27x27: rel error of r r^; = 4.0e-10
Wannier centres x (A): [0.0105 0.9183 1.5065]
density matrix vs -pi S, gamma = 0.008 eV: rel diff 0.0081
density matrix vs -pi S, gamma = 0.004 eV: rel diff 0.0030
q F at q=+1e-4,-1e-4,+2e-4 1/A (angle 0.6 rad), A^2: [ 0.02326 -0.02325  0.02327]
Wannier eta=0 vs parent spectrum: rel 2.0e-11
S(2.5 eV) = +0.00051 A/eV
S(3.0 eV) = -0.00788 A/eV
S(3.5 eV) = +0.00243 A/eV
S(4.0 eV) = +0.00080 A/eV
S(4.5 eV) = +0.00095 A/eV
S(5.0 eV) = +0.00196 A/eV
S(5.5 eV) = +0.00166 A/eV
peak: 3.0 eV, S = -0.00788 A/eV, sigma^yxy = +6.024 uA A/V^2
rel error: sum rule cut to group 0.6194; A^W cut to centres 0.3334
eta = 0.004 eV: rel bias 5.05e-05
eta = 0.008 eV: rel bias 1.57e-04
eta = 0.020 eV: rel bias 6.23e-04
eta = 0.040 eV: rel bias 1.46e-03
eta = 0.100 eV: rel bias 3.30e-03
eta = 0.200 eV: rel bias 1.28e-02
log slope at 3.5 eV: from bias -0.0079, from circle -0.0079 A/eV^3
gauge change (mix 0.5), rel diff at eta=0, 0.04, 0.1 eV: 1.3e-09 4.9e-03 1.7e-02
node grid h = 0.008 1/A: rel error eta=0 9.13e-03, eta=0.1 eV 1.87e-05
node grid h = 0.004 1/A: rel error eta=0 4.56e-03, eta=0.1 eV 4.67e-06
error ratios on halving h: eta=0 2.00, eta=0.1 eV 4.00
N, node offset/h, rel error vs exact (eta=0,0.04,0.1 eV) | vs own limit (0.04,0.1)
 50 -0.249 9.72e-02 2.94e-02 3.30e-03 | 2.92e-02 1.24e-03
100 -0.499 9.09e-04 1.21e-03 3.30e-03 | 2.56e-04 2.66e-04
200 +0.002 3.56e+00 1.42e-03 3.30e-03 | 6.13e-05 6.11e-05
400 +0.004 8.90e-01 1.45e-03 3.30e-03 | 1.53e-05 1.53e-05
done: every assertion held
```
